# Laguerre pseudostates as Gauss quadrature, with J-matrix phase shifts

Diagonalise the radial kinetic energy in five square-integrable functions and expand the hydrogen 1s orbital in the eigenvectors. The state near 0.167 hartree carries a population of 0.375. The continuum density at that energy is 1.861 per hartree. The first number changes with the basis size and the second does not, so without a conversion factor the diagonalisation gives no spectrum. Nor can a phase shift be read from the tail of an eigenvector, since every basis function decays. For Laguerre functions with one fixed exponent, the free Hamiltonian is tridiagonal, and that structure closes both gaps.

Hartree atomic units are used throughout.

## 1. A tridiagonal free Hamiltonian

Take $H_0=-\tfrac12 d^2/dr^2+l(l+1)/(2r^2)$, with no Coulomb tail, and

$$\phi_n=\sqrt{\tfrac{n!}{(n+2l+1)!}}\;\rho^{\,l+1}e^{-\rho/2}L_n^{2l+1}(\rho),\qquad \rho=2\kappa r,\quad \kappa>0 .$$

I keep $l$ in the setup and first use it at $l=0$. Write $u=\rho^{l+1}e^{-\rho/2}L$. Two differentiations give

$$u''=\rho^{l+1}e^{-\rho/2}\Big[L''+\Big(\tfrac{2l+2}{\rho}-1\Big)L'+\Big(\tfrac{l(l+1)}{\rho^2}-\tfrac{l+1}{\rho}+\tfrac14\Big)L\Big].$$

Laguerre's equation replaces the first two terms by $-nL/\rho$. Restoring $r$,

$$\Big(H_0+\tfrac{\kappa^2}{2}\Big)\phi_n=\kappa(n+l+1)\frac{\phi_n}{r}. \tag{1}$$

Laguerre orthogonality reads $\int\phi_n\phi_m\,dr/r=\delta_{nm}$. The recurrence $\rho L_n=(2n+2l+2)L_n-(n+1)L_{n+1}-(n+2l+1)L_{n-1}$, with the normalisation factors included, gives pointwise

$$\phi_n=\sum_m S_{nm}\frac{\phi_m}{r},\quad S_{nn}=\frac{n+l+1}{\kappa},\quad S_{n,n-1}=-\frac{b_n}{\kappa},\quad b_n=\tfrac12\sqrt{n(n+2l+1)} .$$

Here $S$ is the overlap matrix. Define

$$x=\frac{E-\kappa^2/2}{E+\kappa^2/2}=\cos\theta,\qquad 1-x=\frac{\kappa^2}{E+\kappa^2/2},\qquad D=\frac{E+\kappa^2/2}{\kappa}.$$

From (1), $(H_0-E)\phi_n=\sum_mJ_{nm}\phi_m/r$, where $J_{nm}=\kappa(n+l+1)\delta_{nm}-\kappa D S_{nm}$. Since $\kappa=D(1-x)$,

$$J_{nn}=-D\,x\,(n+l+1),\qquad J_{n,n-1}=D\,b_n .$$

A coefficient vector $a$ with $Ja=0$ therefore obeys

$$(n+l+1)\,x\,a_n=b_{n+1}a_{n+1}+b_na_{n-1}. \tag{2}$$

## 2. The s wave: standing waves in the index

For $l=0$ put $a_n=u_n/\sqrt{n+1}$. Equation (2) becomes $2xu_n=u_{n+1}+u_{n-1}$, solved by $\sin(n+1)\theta$ and $\cos(n+1)\theta$. Row $n=0$ has no left neighbour, which requires $u_{-1}=0$ and selects the sine. Keeping $n=0,\dots,N-1$ requires $u_N=0$ as well, so

$$\theta_j=\frac{j\pi}{N+1},\qquad E_j=\frac{\kappa^2}{2}\cot^2\frac{\theta_j}{2},\qquad k_j=\kappa\cot\frac{\theta_j}{2}. \tag{3}$$

At $N=1$ this gives $E=\kappa^2/2$, the kinetic energy of an exponential orbital $e^{-\kappa r}$.

The continuum coefficients follow from a generating function. Using $\rho L_n^1=(n+1)(L_n-L_{n+1})$ and $\sum_n L_nt^n=e^{-\rho t/(1-t)}/(1-t)$,

$$\sum_{n\ge0}\frac{\phi_n}{\sqrt{n+1}}\,t^{n+1}=e^{-\rho/2}\sum_n(L_n-L_{n+1})t^{n+1}=e^{-\kappa r}-e^{-\kappa r(1+t)/(1-t)} .$$

Let $t\to e^{i\theta}$ from inside the unit circle. Then $(1+t)/(1-t)\to i\cot(\theta/2)=ik/\kappa$, and the right side becomes $e^{-\kappa r}-e^{-ikr}$. With energy-normalised waves, $\psi_E=\sqrt{2/\pi k}\,\sin kr$, the imaginary and real parts give

$$s_n=\sqrt{\tfrac{2}{\pi k}}\,\frac{\sin(n+1)\theta}{\sqrt{n+1}},\qquad c_n=-\sqrt{\tfrac{2}{\pi k}}\,\frac{\cos(n+1)\theta}{\sqrt{n+1}} . \tag{4}$$

The $s_n$ sum to $\psi_E$. The $c_n$ sum to $\sqrt{2/\pi k}\,(\cos kr-e^{-\kappa r})$, a cosine made regular at the origin.

An eigenvector $\Gamma_{nj}$ solves the same recurrence as $s_n(E_j)$, so $\Gamma_{nj}=\sqrt{\omega_j}\,s_n(E_j)$. The constant follows from $\Gamma^TS\Gamma=1$. The eigenvalue equation gives $(S\Gamma)_n=(n+1)(1-x_j)\Gamma_n/\kappa$, hence

$$1=\omega_j\frac{1-x_j}{\kappa}\frac{2}{\pi k_j}\sum_{m=1}^{N}\sin^2m\theta_j .$$

The sum is $(N+1)/2$, so

$$\omega_j=\frac{\pi\kappa k_j}{(N+1)(1-x_j)}=\Big|\frac{dE_j}{dj}\Big| . \tag{5}$$

The last equality uses $|dE/d\theta|=\kappa k/(1-x)$ from (3). Thus for $l=0$ the weight is the local level spacing, with $j$ treated as continuous.

**Low-energy limit.** With $m=N+1-j\ll N$, (3) gives $k\approx m\pi/R$ and (5) gives $\omega\approx k\pi/R$, where $R=2(N+1)/\kappa$. The basis then acts like a hard-walled sphere of radius $R$.

**Numbers.** Take $\kappa=1$, so that $\phi_0=2re^{-r}$ is the hydrogen 1s radial function, and $N=5$. For $j=4$, $x=-\tfrac12$, $E=\tfrac16$, $k=0.57735$ and $\omega=\pi(0.57735)/(6\times1.5)=0.20153$. The population is $(S\Gamma)_0^2$.

| $j$ | $E_j$ (Ha) | $\omega_j$ (Ha) | population | population$/\omega_j$ (Ha⁻¹) |
|---|---|---|---|---|
| 5 | 0.03590 | 0.07519 | 0.15550 | 2.0682 |
| 4 | 0.16667 | 0.20153 | 0.37500 | 1.8607 |
| 3 | 0.50000 | 0.52360 | 0.33333 | 0.6366 |
| 2 | 1.50000 | 1.81380 | 0.12500 | 0.0689 |
| 1 | 6.96410 | 14.58558 | 0.01116 | 0.00077 |

The last column is the probability per unit kinetic energy, $|\langle\phi_0|\psi_E\rangle|^2$, at these energies. Compare $N=1$: its single level at 0.5 Ha has population 1 and weight $\pi/2$, again giving 0.6366. The population has changed threefold while the density has stayed fixed.

## 3. General $l$: why this is a Gauss rule

For any $l$ let $\psi_E=\sqrt{2/\pi k}\,kr\,j_l(kr)$ and $s_n=\langle\phi_n/r|\psi_E\rangle$. Integrating $\psi_E(H_0-E)\phi_n$ by parts, with vanishing boundary terms, gives $\sum_mJ_{nm}s_m=0$. So $s_n=s_0p_n(x)$, where $p_0=1$ and $p_n$ is the polynomial of degree $n$ generated by (2), proportional to the Gegenbauer polynomial $C_n^{l+1}$.

For $s_0$, integrate the power series of $j_l$ term by term:

$$\int_0^\infty r^{l+1}e^{-\kappa r}j_l(kr)\,dr=\frac{(2k)^l}{\kappa^{2l+2}}\sum_m\frac{(m+l)!}{m!}\Big(\!-\frac{k^2}{\kappa^2}\Big)^m=\frac{(2k)^l\,l!}{(k^2+\kappa^2)^{l+1}} .$$

The series needs $k<\kappa$; analytic continuation covers the rest. With $\sin\theta=2k\kappa/(k^2+\kappa^2)$,

$$s_0=\sqrt{\tfrac{2}{\pi k}}\,\frac{2^l\,l!}{\sqrt{(2l+1)!}}\,\sin^{l+1}\theta .$$

Equation (1) also gives the ordinary overlap,

$$\langle\phi_n|\psi_E\rangle=\frac{(n+l+1)(1-x)}{\kappa}\,s_n . \tag{6}$$

Place the completeness relation $\int dE\,\psi_E(r)\psi_E(r')=\delta(r-r')$ between $\phi_n/r$ and $\phi_m$, and use $dE=\kappa^2dx/(1-x)^2$. With $P_n=\sqrt{n+l+1}\,p_n$,

$$\int_{-1}^1w\,P_nP_m\,dx=\delta_{nm},\qquad w=\frac{\kappa s_0^2}{1-x}=\frac2\pi\frac{(2^l\,l!)^2}{(2l+1)!}(1-x^2)^{l+1/2}. \tag{7}$$

The second form uses $\kappa/[k(1-x)]=1/\sin\theta$.

Truncation to $N$ functions requires $p_N(x_j)=0$. In terms of $P_n$, (2) is an ordinary symmetric tridiagonal eigenproblem with eigenvalue $x$. Its off-diagonal elements are nonzero, so each eigenvector is fixed by its first component and the $x_j$ are distinct. Define $1/w_j=\sum_{n<N}P_n(x_j)^2$. The square matrix $\sqrt{w_j}P_n(x_j)$ has orthonormal columns, hence orthonormal rows:

$$\sum_jw_jP_n(x_j)P_m(x_j)=\delta_{nm},\qquad n,m<N .$$

Now let $Q$ be a polynomial of degree at most $2N-1$ and divide: $Q=qp_N+R$, with $q$ and $R$ of degree below $N$. The term $qp_N$ integrates to zero by (7) and vanishes at every node. Expand $R$ in the $P_n$. The row relation with $m=0$, where $P_0$ is constant, gives the same value for $\sum_jw_jR(x_j)$ as (7) gives for $\int wR\,dx$. Therefore

$$\int_{-1}^1wQ\,dx=\sum_jw_jQ(x_j).$$

This is Gauss quadrature in $x$, not in $E$.

Normalising $\Gamma_{nj}=\sqrt{\omega_j}s_0p_n$ as before gives $1=\omega_js_0^2(1-x_j)/(\kappa w_j)$. Eliminating $s_0^2$ with (7) yields the Heller-Reinhardt-Yamani weight

$$\boxed{\;\omega_j=\frac{w_j}{w(x_j)}\frac{dE}{dx}\Big|_{x_j}=\frac{w_j}{w(x_j)}\frac{\kappa^2}{(1-x_j)^2}\;} \tag{8}$$

For $l=0$, $w_j=2\sin^2\theta_j/(N+1)$ and $w=(2/\pi)\sin\theta$, which returns (5).

Equation (6) holds for the eigenvectors too, so pseudostates $\chi_j$ satisfy $\langle\phi_n|\chi_j\rangle=\sqrt{\omega_j}\langle\phi_n|\psi_{E_j}\rangle$ for $n<N$. A spectral sum becomes

$$\sum_j\langle\phi_n|\chi_j\rangle f(E_j)\langle\chi_j|\phi_m\rangle=\frac{(n+l+1)(m+l+1)}{\kappa}\sum_jw_j(1-x_j)f(E_j)\,p_np_m . \tag{9}$$

It equals the continuum integral whenever $(1-x)f\,p_np_m$ is a polynomial in $x$ of degree at most $2N-1$.

**Where the rule is exact, and where it fails.** Let $n=m=0$, $l=0$, $\kappa=1$. For $f=E$, $(1-x)E=(1+x)/2$ is linear, and the five-point table gives $\langle T\rangle=0.5$ Ha, the full value. For $f=(E+\tfrac12)^{-q}=(1-x)^q$ the degree is $q+1$, so two points suffice up to $q=2$. At $q=3$ the nodes $\pm\tfrac12$, each of weight $\tfrac12$, give $\tfrac12(0.5^4+1.5^4)=2.5625$, whereas the moments $\langle x^2\rangle=\tfrac14$ and $\langle x^4\rangle=\tfrac18$ give $1+\tfrac64+\tfrac18=2.625$.

For $f=E^2$ the integrand is not a polynomial. Equation (9) becomes

$$\frac{1}{2(N+1)}\sum_{j=1}^N(1+\cos\theta_j)^3 .$$

Over the full circle, $2(N+1)$ equally spaced points average this cubic correctly to $\tfrac52$. The endpoint $\theta=0$, with value 8, is missing from our sum; the one at $\theta=\pi$ contributes zero. Thus $\sum_{j=1}^N=\tfrac52(N+1)-4$, and the result is $\tfrac54-2/(N+1)$. For $N=5$ it is 0.9167 Ha² against 1.25 Ha². The deficit comes from the high-energy end, and it closes slowly.

## 4. Adding a potential: the s-wave phase shift

Let $V$ be short-ranged. Keep $V_{nm}=\langle\phi_n|V|\phi_m\rangle$ for $n,m<N$ and set the rest to zero, which means replacing $V$ by

$$\tilde V=\sum_{n,m<N}\Big|\frac{\phi_n}{r}\Big\rangle V_{nm}\Big\langle\frac{\phi_m}{r}\Big| .$$

Scattering from $\tilde V$ can be solved without further approximation. Write $\Psi=\sum_na_n\phi_n$. Rows $n\ge N$ contain no potential, so their solution is a combination of the two solutions in (4):

$$a_n=s_n+\tan\delta\;c_n,\qquad n\ge N-1 .$$

Changing finitely many lower coefficients adds only decaying functions. At large $r$, then, $\Psi\to\sqrt{2/\pi k}\,(\sin kr+\tan\delta\cos kr)\propto\sin(kr+\delta)$, which identifies $\delta$.

The inner rows read $\sum_{m<N}(H-ES)_{nm}a_m=-\delta_{n,N-1}J_{N-1,N}a_N$, with $H=H_0+V$ in the block. Let $\varepsilon_j$ and $\Gamma_{nj}$ now be the eigenvalues and $S$-normalised eigenvectors of this $H$. Then

$$g=\sum_j\frac{\Gamma_{N-1,j}^2}{\varepsilon_j-E},\qquad a_{N-1}=-g\,J_{N-1,N}\,a_N .$$

Inserting the outer form on both sides and solving,

$$\boxed{\;\tan\delta=-\frac{s_{N-1}+g\,J_{N-1,N}\,s_N}{c_{N-1}+g\,J_{N-1,N}\,c_N}\;},\qquad J_{N-1,N}=D\,b_N . \tag{10}$$

**Limit $V=0$.** The free coefficients satisfy the inner rows themselves, so $s_{N-1}=-gJ_{N-1,N}s_N$. The numerator vanishes and $\delta=0$ at every energy between the free levels. At a free level $g$ diverges while $s_N$ vanishes, and $\delta=0$ holds as a limit.

**Limit $E\to\varepsilon_j$.** Here $g$ diverges and $\tan\delta=-s_N/c_N$. For $l=0$ this is

$$\delta=(N+1)\,\theta(\varepsilon_j)\pmod\pi . \tag{11}$$

Free levels have $(N+1)\theta=j\pi$. A positive $\delta$ raises $\theta$ and lowers the energy, as expected for attraction.

## 5. The cosine for general $l$

Formula (10) holds for any $l$ once $c_n$ is known. Let $\mathcal S=\psi_E$, and let $\mathcal K=-\sqrt{2/\pi k}\,kr\,y_l(kr)$, which tends to $\sqrt{2/\pi k}\cos(kr-l\pi/2)$. Seek a regular solution of $(H_0-E)C=\beta\phi_0/r$, so that the rows $n\ge1$ remain homogeneous.

The Wronskian is $\mathcal S\mathcal K'-\mathcal S'\mathcal K=-2/\pi$. The Green function of $H_0-E$ needs a slope jump of $-2$, so its standing-wave form is $G=\pi\,\mathcal S(r_<)\mathcal K(r_>)$. Far out, $C\to\beta\pi s_0\mathcal K$; unit amplitude requires $\beta=1/(\pi s_0)$.

The outgoing Green function is $\pi\mathcal S(r_<)[\mathcal K+i\mathcal S](r_>)$. Its spectral form contains $1/(E'-E-i0)$, whose real part is the principal value. Hence $G=\mathrm P\!\int dE'\,\psi_{E'}\psi_{E'}/(E'-E)$, and

$$c_n=\frac{1}{\pi s_0(E)}\,\mathrm P\!\!\int_0^\infty\! dE'\,\frac{s_n(E')s_0(E')}{E'-E} .$$

With $y=x(E')$, $s_0^2\,dE'=\kappa w\,dy/(1-y)$ and $E'-E=\kappa^2(y-x)/[(1-x)(1-y)]$. Therefore

$$c_n=\frac{1-x}{\pi\kappa s_0}\,\mathrm P\!\!\int_{-1}^1\frac{w(y)p_n(y)}{y-x}\,dy . \tag{12}$$

Two values, $c_0$ and $c_1$, start recurrence (2). As a check, the case $l=n=0$ uses $\mathrm P\!\int\sqrt{1-y^2}\,dy/(y-x)=-\pi x$ and gives $c_0=-\sqrt{2/\pi k}\cos\theta$, in agreement with (4).

## 6. An electron in the static field of hydrogen

The 1s charge produces the repulsion

$$\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4s\,e^{-2s}ds=\frac1r-\Big(1+\frac1r\Big)e^{-2r}.$$

Adding the nuclear attraction $-1/r$ leaves $V=-(1+1/r)e^{-2r}$. This model omits exchange and the polarisation of the atom. The elements $V_{nm}$ were computed by Gauss-Legendre quadrature, again with $\kappa=1$.

Take $l=0$, $N=10$, $k=0.5$, so $E=0.125$ Ha (3.40 eV). Then $\theta=2.21430$, and (4) gives $s_9=-0.05397$, $s_{10}=-0.23817$, $c_9=0.35272$, $c_{10}=-0.24295$. The coupling is $J_{9,10}=0.625\times\tfrac12\sqrt{110}=3.27753$, and diagonalisation gives $g=0.26062$. Their product is 0.85419, so

$$\tan\delta=-\frac{-0.05397-0.20344}{0.35272-0.20752}=1.773,\qquad \delta=1.057\ \text{rad}.$$

For comparison, the radial equation with the untruncated $V$ was integrated numerically to 20 bohr and matched to free waves. At $k=0.5$, in radians:

| $N$ | $\delta_{l=0}$ | $\delta_{l=1}$ |
|---|---|---|
| 5 | 1.0475 | 0.0505 |
| 10 | 1.0572 | 0.0266 |
| 20 | 1.0490 | 0.0267 |
| 40 | 1.0457 | 0.0268 |
| 80 | 1.0447 | 0.0266 |
| integration | 1.0447 | 0.0260 |

Convergence is not monotonic: for $l=0$, five functions happen to do better than ten, because the s-wave error oscillates with $N$. The four-digit match at $N=80$ falls near a trough of that oscillation; the error is 0.0006 rad at $N=78$ and 0.0005 rad at $N=81$. The p-wave values at $N=10$, 20, 40 and 80 nearly coincide, all 0.0006 to 0.0007 rad, or 2 to 3%, above the integrated phase. This agreement is an accident of the sizes chosen. At fixed $k$ the error oscillates with $N$, returning close to zero every three or four sizes: it is 0.0085 rad at $N=12$, below 0.0001 at $N=17$ and 0.0044 at $N=19$. A digit that is stable over a few chosen sizes is therefore not proof of convergence. Over ten momenta from $k=0.3$ to $1.2$, the root-mean-square error relative to integration does fall between $N=20$ and $N=80$, from 0.0028 to 0.0003 rad for $l=0$ and from 0.0028 to 0.0004 rad for $l=1$. At $k=0.5$ the peaks of the p-wave oscillation also shrink, to about 0.0017 rad near $N=40$ and 0.0006 rad near $N=80$. The sizes $N=10$ and 20 fall near troughs and $N=80$ on a peak, which is why the tabulated error looks constant.

Equation (11) needs eigenvalues alone. For $N=20$, one s-wave level lies at 0.148468 Ha. Then $x=-0.54210$, $\theta=2.14373$, and $21\theta-14\pi=1.036$ rad; integration at that energy gives 1.035 rad.

Three conditions limit these results. A Coulomb tail cannot be put into $\tilde V$, because the outer rows would then have the wrong solutions; it belongs in $H_0$, with a new recurrence. Mixed exponents destroy the tridiagonal form. Finally, the weights (8) belong to the free levels $E_j$. Attaching them to the shifted levels $\varepsilon_j$ is not justified by this proof, because $V_{nm}$ breaks recurrence (2) in the inner rows.
